# Why diffuse walls emit equilibrium electrons in an isotropic metal film: test program

```python
"""Diffuse emission from the walls of a thin metal film.

Result under test: in an isotropic film with an in-plane field E along x, the
field-induced correction of the electrons that hit a wall carries no net
particle flux, so a memory-erasing (diffuse) wall emits the equilibrium
distribution f0.

Symbols: f = f0 + (-df0/de) * Phi; Phi is an energy, in units of e*E*lambda in
the solver. lambda = mean free path, d = thickness, kappa = d/lambda,
mu = |v_z|/v_F, phi = azimuth from x, p = specular fraction of a wall,
c = direction-independent value of Phi emitted by a diffuse wall.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import expit, expn


def half_range_nodes(count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (x + 1), 0.5 * w


def solve_film(inverse_mass_zx, kappa, p=0.0, cells=50, sweeps=250):
    """Boltzmann equation with number-conserving collisions and walls.

    inverse_mass_zx is the (z, x) block of the scaled inverse mass tensor.
    Velocities on the energy shell are v = L u, with u uniform on a sphere.
    The start values at the walls are wrong on purpose.
    """
    L = np.linalg.cholesky(np.array(inverse_mass_zx, float))
    mu, wmu = half_range_nodes(20)
    nphi = 8
    phi = (np.arange(nphi) + 0.3) * 2 * np.pi / nphi
    M, P = np.meshgrid(mu, phi, indexing="ij")
    weight = np.repeat(wmu[:, None], nphi, axis=1) / (2 * nphi)
    ux = np.sqrt(1 - M**2) * np.cos(P)
    speed_z = L[0, 0] * M
    vx_up = L[1, 0] * M + L[1, 1] * ux
    vx_down = -L[1, 0] * M + L[1, 1] * ux
    dz = kappa / cells
    decay = np.exp(-dz / speed_z)
    flux_weight = weight * speed_z
    mean = np.zeros(cells)
    out_bottom = np.full(M.shape, 0.7)
    out_top = np.full(M.shape, -0.3)
    for _ in range(sweeps):
        new_mean = np.zeros(cells)
        current = np.zeros(cells)
        arrivals = []
        for start, vx, order in ((out_bottom, vx_up, range(cells)),
                                 (out_top, vx_down, reversed(range(cells)))):
            value = start
            for j in order:
                target = mean[j] - vx
                after = value * decay + target * (1 - decay)
                cell_average = target - speed_z * (after - value) / dz
                new_mean[j] += np.sum(weight * cell_average)
                current[j] += np.sum(weight * vx * cell_average)
                value = after
            arrivals.append(value)
        at_top, at_bottom = arrivals
        c_top = np.sum(flux_weight * at_top) / np.sum(flux_weight)
        c_bottom = np.sum(flux_weight * at_bottom) / np.sum(flux_weight)
        out_top = p * at_top + (1 - p) * c_top
        out_bottom = p * at_bottom + (1 - p) * c_bottom
        mean = new_mean
    wall_momentum = -np.sum(flux_weight * vx_up * at_top)
    return c_bottom, c_top, mean, -3 * current.mean(), wall_momentum


def conductivity_ratio(kappa, p=0.0):
    def integrand(m):
        e = np.exp(-kappa / m)
        return (m - m**3) * (1 - e) / (1 - p * e)
    return 1 - 1.5 * (1 - p) / kappa * quad(integrand, 0, 1)[0]


def cubic_band_flux(normal, field, warp, kappa):
    """Net incident flux / sum of its absolute parts, with emission at f0.

    Band: energy = k^2 [1 + warp (n1^4 + n2^4 + n3^4 - 3/5)], n = k/|k|.
    """
    e3 = np.array(normal, float) / np.linalg.norm(normal)
    e1 = np.array(field, float) / np.linalg.norm(field)
    assert abs(e1 @ e3) < 1e-12
    e2 = np.cross(e3, e1)
    c, wc = np.polynomial.legendre.leggauss(300)
    phi = (np.arange(240) + 0.5) * 2 * np.pi / 240
    C, P = np.meshgrid(c, phi, indexing="ij")
    S = np.sqrt(1 - C**2)
    n = (S * np.cos(P))[..., None] * e1 + (S * np.sin(P))[..., None] * e2
    n = n + C[..., None] * e3
    s = np.sum(n**4, axis=-1)
    k = (1 + warp * (s - 0.6))**-0.5
    v = k[..., None] * (n * (1 - 0.6 * warp)
                        + warp * (2 * n**3 - n * s[..., None]))
    vz, vx = v @ e3, v @ e1
    vz_in = np.where(vz > 1e-12, vz, 1e-12)
    part = wc[:, None] * k**3 * vz_in * vx * (1 - np.exp(-kappa / vz_in))
    part = np.where(vz > 1e-12, part, 0.0)
    return part.sum() / np.abs(part).sum()


# ---- example inputs: rough values in the regime of a copper interconnect
density = 8.5e28          # m^-3
mfp = 40e-9               # m
thickness = 20e-9         # m
field = 200.0             # V/m
temperature = 300.0       # K
kappa = thickness / mfp
hbar, mass, e = const.hbar, const.m_e, const.e
k_F = (3 * np.pi**2 * density)**(1 / 3)
v_F = hbar * k_F / mass
E_F = 0.5 * mass * v_F**2
tau = mfp / v_F
rho_bulk = mass / (density * e**2 * tau)
shift = e * field * mfp

# ---- test: isotropic film, wall values found by the solver itself
isotropic = [[1, 0], [0, 1]]
c0, cd, mean, ratio_solver, wall_mom = solve_film(isotropic, kappa)
ratio = conductivity_ratio(kappa)
assert abs(c0 - cd) < 1e-8
assert np.max(np.abs(mean - cd)) < 1e-8   # only a common constant remains
assert abs(ratio_solver - ratio) < 1e-4
wall_share = 6 * wall_mom / kappa
assert abs(wall_share - (1 - ratio)) < 1e-4

# ---- test: partly specular walls, same conclusion for the diffuse part
s0, sd, smean, ratio_half_solver, _ = solve_film(isotropic, kappa, p=0.5)
ratio_half = conductivity_ratio(kappa, 0.5)
assert abs(s0 - sd) < 1e-8 and np.max(np.abs(smean - sd)) < 1e-8
assert abs(ratio_half_solver - ratio_half) < 1e-4
# fully specular walls: zero net flux, yet the bulk current survives
_, _, _, ratio_specular, _ = solve_film(isotropic, kappa, p=1.0)
assert abs(ratio_specular - 1) < 1e-4

# ---- test: a tilted ellipsoid must break the result in a predicted way
tilt = 0.2
t0, td, _, _, _ = solve_film([[1, tilt], [tilt, 1]], kappa)
tilt_slope = (td - t0) / kappa
assert abs(tilt_slope + tilt) < 5e-3 * tilt   # finite cell width

# ---- test: wall-to-wall transmission of a constant emitted value
transmission = 2 * quad(lambda m: m * np.exp(-kappa / m), 0, 1)[0]
assert abs(transmission - 2 * expn(3, kappa)) < 1e-8 and transmission < 1

# ---- test: incident correction from past free flights
# Units here: v_F = tau = 1, energy v^2, thermal energy 0.1.
kT_model = 0.1


def fermi(energy):
    return expit(-(energy - 1) / kT_model)


def flight_distribution(vx, vy, vz, accel):
    T = kappa / vz
    def f_past(t):
        return fermi((vx + accel * t)**2 + vy**2 + vz**2)
    inside = quad(lambda t: np.exp(-t) * f_past(t), 0, T,
                  epsabs=1e-13, epsrel=1e-12)[0]
    return inside + np.exp(-T) * f_past(T)


for vx, vy, vz in ((0.6, 0.3, 0.7), (-0.8, 0.1, 0.4), (0.3, -0.7, 0.6)):
    h = 1e-4
    slope = (flight_distribution(vx, vy, vz, h)
             - flight_distribution(vx, vy, vz, -h)) / (2 * h)
    f = fermi(vx**2 + vy**2 + vz**2)
    minus_df = f * (1 - f) / kT_model
    formula = minus_df * (-2 * vx) * (1 - np.exp(-kappa / vz))
    assert abs(slope - formula) < 1e-5


# ---- test: finite field, particle and energy flux into the wall
def finite_field_flux(accel):
    vx = np.linspace(-3.5, 2.2, 125)[:, None]
    vy = np.linspace(-2.2, 2.2, 89)[None, :]
    nodes, weights = half_range_nodes(24)
    particle = energy = base_particle = base_energy = 0.0
    for x, w in zip(*half_range_nodes(16)):
        vz = 2.2 * x
        T = min(kappa / vz, 12.0)
        times = np.append(T * nodes, T)
        chances = np.append(T * weights * np.exp(-T * nodes), np.exp(-T))
        eps = vx**2 + vy**2 + vz**2
        f = sum(q * fermi((vx + accel * t)**2 + vy**2 + vz**2)
                for q, t in zip(chances, times))
        f_eq = fermi(eps)
        particle += w * vz * f.sum()
        energy += w * vz * (f * eps).sum()
        base_particle += w * vz * f_eq.sum()
        base_energy += w * vz * (f_eq * eps).sum()
    return particle / base_particle - 1, energy / base_energy - 1


n_small, e_small = finite_field_flux(0.05)
n_large, e_large = finite_field_flux(0.10)
assert abs(n_small) < 1e-6 and abs(n_large) < 1e-6
assert e_small > 1e-5 and abs(e_large / e_small - 4) < 0.05

# ---- test: warped cubic band, symmetry decides
warp = 0.2
flux_001 = cubic_band_flux((0, 0, 1), (2, 1, 0), warp, kappa)
flux_111 = cubic_band_flux((1, 1, 1), (3, -1, -2), warp, kappa)
flux_112_mirror = cubic_band_flux((1, 1, 2), (1, -1, 0), warp, kappa)
flux_112_other = cubic_band_flux((1, 1, 2), (1, 1, -1), warp, kappa)
assert max(abs(flux_001), abs(flux_111), abs(flux_112_mirror)) < 1e-10
assert abs(flux_112_other) > 1e-3

# ---- worked example: excess and deficit fluxes into one wall
dos = 1.5 * density / E_F


def sector_flux(phi_low, phi_high):
    def part(m, phi):
        return (-m * np.sqrt(1 - m**2) * np.cos(phi)
                * (1 - np.exp(-kappa / m)))
    value = dblquad(part, phi_low, phi_high, 0, 1)[0]
    return dos * v_F * shift * value / (4 * np.pi)


excess = sector_flux(np.pi / 2, 3 * np.pi / 2)
deficit = sector_flux(-np.pi / 2, np.pi / 2)
radial = quad(lambda m: m * np.sqrt(1 - m**2)
              * (1 - np.exp(-kappa / m)), 0, 1)[0]
assert abs(excess + deficit) < 1e-7 * excess
assert abs(excess / (dos * v_F * shift * radial / (2 * np.pi)) - 1) < 1e-6
one_way = 3 * density * v_F / 16
speed_flux = quad(lambda x: 3 * x**3, 0, 1)[0] * quad(lambda m: m, 0, 1)[0]
assert abs(one_way / (density * v_F * speed_flux / 2) - 1) < 1e-10
mu_demo = 0.5
factor_demo = 1 - np.exp(-kappa / mu_demo)
phi_demo = -shift * np.sqrt(1 - mu_demo**2) * factor_demo

# ---- sizes of neglected effects
rho_film = rho_bulk / ratio
current_density = field / rho_film
heat_flux = current_density * field * thickness
oxide_thickness, oxide_conductivity = 100e-9, 1.4
temperature_rise = heat_flux * oxide_thickness / oxide_conductivity
reflection = 0.3
alpha = mfp / thickness * reflection / (1 - reflection)
grain_ratio = 3 * quad(lambda m: m**3 / (m + alpha), 0, 1)[0]
kT = const.k * temperature

print(f"Electron density (rough input): {density*1e-6:.2e} cm^-3")
print(f"Mean free path (rough input): {mfp*1e9:.0f} nm")
print(f"Film thickness: {thickness*1e9:.0f} nm")
print(f"Field: {field/100:.1f} V/cm")
print(f"Temperature: {temperature:.0f} K")
print(f"kappa = d/lambda: {kappa:.3f}")
print(f"Fermi velocity: {v_F*100:.3e} cm/s")
print(f"Fermi energy: {E_F/e:.2f} eV")
print(f"Relaxation time: {tau*1e15:.1f} fs")
print(f"Energy shift e*E*lambda: {shift/e*1e6:.2f} micro-eV")
print(f"1-exp(-kappa/mu) at mu=0.5: {factor_demo:.4f}")
print(f"Incident Phi at mu=0.5, phi=0: {phi_demo/e*1e6:.3f} micro-eV")
print(f"Radial flux integral: {radial:.5f}")
print(f"Excess flux, v_x<0 half: {excess*1e-4:.4e} cm^-2 s^-1")
print(f"Deficit flux, v_x>0 half: {deficit*1e-4:.4e} cm^-2 s^-1")
print(f"|Sum|/excess below 1e-7: {abs(excess+deficit) < 1e-7*excess}")
print(f"Equilibrium one-way flux: {one_way*1e-4:.4e} cm^-2 s^-1")
print(f"Excess / equilibrium flux: {excess/one_way:.2e}")
print(f"Wall-to-wall transmission T: {transmission:.4f}")
print(f"Solver: |c_top-c_bottom| below 1e-8: {abs(cd-c0) < 1e-8}")
print(f"sigma/sigma0, diffuse, formula: {ratio:.5f}")
print(f"sigma/sigma0, diffuse, solver: {ratio_solver:.5f}")
print(f"Momentum share taken by walls, solver: {wall_share:.5f}")
print(f"sigma/sigma0, p=0.5, formula: {ratio_half:.5f}")
print(f"sigma/sigma0, p=0.5, solver: {ratio_half_solver:.5f}")
print(f"sigma/sigma0, p=1, solver: {ratio_specular:.5f}")
print(f"Bulk resistivity: {rho_bulk*1e8:.3f} micro-ohm cm")
print(f"Film resistivity: {rho_film*1e8:.3f} micro-ohm cm")
print(f"Current density: {current_density*1e-10:.3f} MA/cm^2")
print(f"Tilted ellipsoid, W_xz/W_zz: {tilt:.2f}")
print(f"  (c_top-c_bottom)/(e*E*d), solver: {tilt_slope:.4f}")
print(f"Finite-field model, e*E*tau/(m*v_F): {0.05:.2f} and {0.10:.2f}")
print(f"  relative energy-flux rise: {e_small:.3e} and {e_large:.3e}")
print(f"  ratio of the two rises: {e_large/e_small:.3f}")
print(f"Cubic band warp parameter: {warp:.2f}")
print(f"  (112), E along [1 1 -1], net/absolute flux: {flux_112_other:.4f}")
print("  (001), (111), (112) with E along [1 -1 0]: below 1e-10")
print(f"Subbands below Fermi level, k_F*d/pi: {k_F*thickness/np.pi:.0f}")
print(f"Thermal smearing kT/E_F: {kT/E_F:.2e}")
print(f"Field shift e*E*lambda/kT: {shift/kT:.2e}")
print(f"Grain size: {thickness*1e9:.0f} nm; reflection: {reflection:.1f}")
print(f"  grain-boundary resistivity factor alone: {1/grain_ratio:.2f}")
print(f"Joule heat leaving film: {heat_flux*1e-4:.2f} W/cm^2")
print(f"Oxide below: {oxide_thickness*1e9:.0f} nm, "
      f"{oxide_conductivity:.1f} W/(m K) (rough)")
print(f"  temperature rise across oxide: {temperature_rise*1e3:.2f} mK")
print("OK")
```

Printed output:

```
Electron density (rough input): 8.50e+22 cm^-3
Mean free path (rough input): 40 nm
Film thickness: 20 nm
Field: 2.0 V/cm
Temperature: 300 K
kappa = d/lambda: 0.500
Fermi velocity: 1.575e+08 cm/s
Fermi energy: 7.05 eV
Relaxation time: 25.4 fs
Energy shift e*E*lambda: 8.00 micro-eV
1-exp(-kappa/mu) at mu=0.5: 0.6321
Incident Phi at mu=0.5, phi=0: -4.379 micro-eV
Radial flux integral: 0.20076
Excess flux, v_x<0 half: 7.2805e+23 cm^-2 s^-1
Deficit flux, v_x>0 half: -7.2805e+23 cm^-2 s^-1
|Sum|/excess below 1e-7: True
Equilibrium one-way flux: 2.5097e+30 cm^-2 s^-1
Excess / equilibrium flux: 2.90e-07
Wall-to-wall transmission T: 0.4432
Solver: |c_top-c_bottom| below 1e-8: True
sigma/sigma0, diffuse, formula: 0.52188
sigma/sigma0, diffuse, solver: 0.52188
Momentum share taken by walls, solver: 0.47812
sigma/sigma0, p=0.5, formula: 0.71220
sigma/sigma0, p=0.5, solver: 0.71220
sigma/sigma0, p=1, solver: 1.00000
Bulk resistivity: 1.644 micro-ohm cm
Film resistivity: 3.149 micro-ohm cm
Current density: 0.635 MA/cm^2
Tilted ellipsoid, W_xz/W_zz: 0.20
  (c_top-c_bottom)/(e*E*d), solver: -0.2000
Finite-field model, e*E*tau/(m*v_F): 0.05 and 0.10
  relative energy-flux rise: 2.170e-03 and 8.682e-03
  ratio of the two rises: 4.000
Cubic band warp parameter: 0.20
  (112), E along [1 1 -1], net/absolute flux: 0.0427
  (001), (111), (112) with E along [1 -1 0]: below 1e-10
Subbands below Fermi level, k_F*d/pi: 87
Thermal smearing kT/E_F: 3.67e-03
Field shift e*E*lambda/kT: 3.09e-04
Grain size: 20 nm; reflection: 0.3
  grain-boundary resistivity factor alone: 2.19
Joule heat leaving film: 2.54 W/cm^2
Oxide below: 100 nm, 1.4 W/(m K) (rough)
  temperature rise across oxide: 1.81 mK
OK
```
